# Splitting of the silicon conduction valleys under [110] tension

## Problem

A bulk silicon crystal carries a uniaxial stress \(\sigma\) along [110], with \(\sigma>0\) for tension. The axes \(x,y,z\) are the cubic axes. The conduction band has six equivalent minima, or valleys, two on each cubic axis. The pair on the \(z\) axis, [001] and \([00\bar1]\), is called the [001] pair; the other four are the in-plane valleys.

Use these rounded values for silicon:

- elastic constants \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa;
- uniaxial deformation potential \(\Xi_u=9.0\) eV;
- longitudinal and transverse masses \(m_l=0.92\,m_0\) and \(m_t=0.19\,m_0\), where \(m_0\) is the free-electron mass;
- lattice constant \(a=5.43\) Å, and valley distance \(k_0=0.15\,(2\pi/a)\) from the zone-boundary point X;
- shear coupling \(D=14.0\) eV between the two lowest conduction bands at X.

(a) Find the strain tensor.

(b) Use symmetry to find the form of the valley shift that is linear in strain.

(c) Show that, to first order in strain, a tension of 1 GPa lowers the [001] pair relative to the in-plane valleys by about 44 meV. Compare with other stress directions.

(d) Stress along [110] also shears the crystal. Near X, let \(k\) be the wave number along \(z\) measured from X. For \(k_x=k_y=0\), describe the two lowest conduction bands by

\[
H=\begin{pmatrix}\tfrac12Ak^2+Ak_0k & \delta\\ \delta & \tfrac12Ak^2-Ak_0k\end{pmatrix},
\qquad A=\frac{\hbar^2}{m_l},\quad \delta=D\varepsilon_{xy}.
\]

Find the resulting shift of the [001] pair and its range of validity.

(e) For small transverse wave numbers, add \(\tfrac12B(k_x^2+k_y^2)\) to both diagonal elements and replace \(\delta\) by \(\delta-Ck_xk_y\). Here \(B=\hbar^2/m_t\), and \(C=\hbar^2(1/m_t-1/m_0)\) is a model estimate. Is the minimum found in (d) stable against transverse displacement?

(f) Combine the shifts for 1 GPa of tension and of compression, and judge how accurate the result is.

## Solution

### (a) Stress and strain

The unit vector along the stress is \(\mathbf n=(1,1,0)/\sqrt2\). The side faces are free, so the stress tensor is \(\sigma_{ij}=\sigma n_in_j\):

\[
\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\frac{\sigma}{2},\qquad
\sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0.
\]

In a cubic crystal, Hooke's law reads

\[
\begin{aligned}
\sigma_{xx}&=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\\
\sigma_{zz}&=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}),\\
\sigma_{xy}&=2C_{44}\varepsilon_{xy},
\end{aligned}
\]

and similarly for the remaining components. Here \(\varepsilon_{xy}\) is the tensor shear strain, half the engineering shear, which is why the last line contains a factor 2.

Subtracting the \(yy\) equation from the \(xx\) equation gives \(0=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy})\), so \(\varepsilon_{xx}=\varepsilon_{yy}\). Subtracting the \(zz\) equation from the \(xx\) equation removes \(C_{12}\varepsilon_{yy}\) and leaves

\[
\frac{\sigma}{2}=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{zz})
\quad\Rightarrow\quad
d\equiv\varepsilon_{xx}-\varepsilon_{zz}=\frac{\sigma}{2(C_{11}-C_{12})}.
\]

Adding the three normal equations gives the trace, which is the relative volume change to first order:

\[
\sigma=(C_{11}+2C_{12})\,t,\qquad
t\equiv\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}=\frac{\sigma}{C_{11}+2C_{12}}.
\]

Since \(t=2\varepsilon_{xx}+\varepsilon_{zz}=3\varepsilon_{xx}-d\), the separate strains are

\[
\varepsilon_{xx}=\varepsilon_{yy}=\frac{t+d}{3},\qquad
\varepsilon_{zz}=\frac{t-2d}{3},\qquad
\varepsilon_{xy}=\frac{\sigma}{4C_{44}}.
\]

The other two shear strains vanish. At 1 GPa,

\[
d=\frac{1}{2\times102}=4.902\times10^{-3},\qquad
t=\frac{1}{166+128}=3.401\times10^{-3},
\]

\[
\varepsilon_{xx}=2.768\times10^{-3},\quad
\varepsilon_{zz}=-2.134\times10^{-3},\quad
\varepsilon_{xy}=3.125\times10^{-3}.
\]

The extension along a unit vector \(\mathbf u\) is \(u_iu_j\varepsilon_{ij}\), with repeated indices summed. Along [110] it is \(\varepsilon_{xx}+\varepsilon_{xy}=5.893\times10^{-3}\); along \([1\bar10]\) it is \(\varepsilon_{xx}-\varepsilon_{xy}=-0.357\times10^{-3}\). The crystal therefore stretches along the pull and contracts in both perpendicular directions, although both in-plane cubic axes become longer.

### (b) The linear valley shift

The band at a valley minimum is nondegenerate apart from spin, so its energy shift has a well-defined linear part,

\[
\delta E=T_{ij}\varepsilon_{ij},\qquad T_{ij}=T_{ji}.
\]

Strain may also move the minimum in wave-vector space. Because the energy is stationary there, that movement changes the minimum energy only in second order.

Consider the valley on the positive \(z\) axis. Its tensor \(T\) must be unchanged by every crystal operation that leaves this axis and its direction fixed. In silicon some of these operations include a fractional translation, but a translation does not change a uniform strain.

The mirror \(x\to-x\) reverses \(T_{xy}\) and \(T_{xz}\), so both vanish. The mirror \(y\to-y\) likewise removes \(T_{yz}\). A quarter turn about \(z\) exchanges \(T_{xx}\) and \(T_{yy}\), so they are equal. Hence \(T=\mathrm{diag}(\alpha,\alpha,\beta)\), and

\[
\delta E_z=\alpha(\varepsilon_{xx}+\varepsilon_{yy})+\beta\varepsilon_{zz}
=\alpha t+(\beta-\alpha)\varepsilon_{zz}.
\]

With the usual names \(\Xi_d=\alpha\) and \(\Xi_u=\beta-\alpha\),

\[
\delta E_z=\Xi_d t+\Xi_u\varepsilon_{zz}.
\]

Rotating the valley onto another cubic axis gives

\[
\delta E_x=\Xi_d t+\Xi_u\varepsilon_{xx},\qquad
\delta E_y=\Xi_d t+\Xi_u\varepsilon_{yy}.
\]

Inversion relates the two valleys on each axis and leaves strain unchanged, so they shift equally. The shear strain \(\varepsilon_{xy}\) does not appear in any of these linear shifts.

### (c) First-order splitting

Define the splitting as the energy of the [001] pair minus that of the in-plane valleys. The four in-plane valleys stay together because \(\varepsilon_{xx}=\varepsilon_{yy}\). The common term \(\Xi_dt\) cancels:

\[
\Delta E_1=\delta E_z-\delta E_x
=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})
=-\frac{\Xi_u\sigma}{2(C_{11}-C_{12})}.
\]

At 1 GPa,

\[
\Delta E_1=-9.0\ \text{eV}\times4.902\times10^{-3}=-44.1\ \text{meV}.
\]

This is the requested result. With \(\Xi_u>0\), a valley is lowered relative to the others when its own axis is the more compressed one. Tension along [110] shortens the \(z\) axis and lengthens \(x\) and \(y\), so the [001] pair goes down.

The splitting does not give the absolute shift of either group, which also depends on \(\Xi_d\). It does fix the shifts relative to the mean of the six valleys. If the four in-plane valleys lie at energy \(E\), the mean is

\[
\frac{4E+2(E+\Delta E_1)}{6}=E+\frac{\Delta E_1}{3}.
\]

The [001] pair is therefore displaced from the mean by \(2\Delta E_1/3=-29.4\) meV, and the other four by \(-\Delta E_1/3=+14.7\) meV. The weighted displacements cancel, since two valleys move down twice as far as four move up.

**Other stress directions.** For uniaxial stress along any unit vector \(\mathbf n\), subtracting two normal components of Hooke's law gives \(\sigma(n_i^2-n_j^2)=(C_{11}-C_{12})(\varepsilon_{ii}-\varepsilon_{jj})\), without summation. Thus

\[
\delta E_i-\delta E_j=\frac{\Xi_u\sigma}{C_{11}-C_{12}}\,(n_i^2-n_j^2).
\]

For [110], \(n_z^2-n_x^2=-\tfrac12\), which returns the result above. For [111] all three squares are equal and the first-order splitting vanishes. For [100] tension, the \(y\) and \(z\) valleys stay together and lie below the \(x\) valleys by \(\Xi_u\sigma/(C_{11}-C_{12})\), or 88 meV at 1 GPa. Tension along [110] gives half that separation, but leaves a single pair lowest.

### (d) The shear correction

Without shear, \(\delta=0\) and the two bands cross at X, where \(k=0\). The branch \(\tfrac12Ak^2-Ak_0k\) has zero slope at \(k=k_0\), where its energy is \(-\tfrac12Ak_0^2\). The other branch has the same minimum energy at \(k=-k_0\). One of these minima is the [001] valley; the other is equivalent to the \([00\bar1]\) valley through a reciprocal-lattice vector. At \(k=k_0\) the upper band lies at \(\tfrac32Ak_0^2\), so the band separation there is

\[
\Delta=\tfrac32Ak_0^2-\left(-\tfrac12Ak_0^2\right)=2Ak_0^2.
\]

With shear, the eigenvalues satisfy

\[
\left(\tfrac12Ak^2-E\right)^2-(Ak_0k)^2=\delta^2.
\]

The lower band is therefore

\[
E(k)=\tfrac12Ak^2-R,\qquad R=\sqrt{A^2k_0^2k^2+\delta^2}.
\]

Its slope is

\[
\frac{dE}{dk}=Ak-\frac{A^2k_0^2k}{R}=Ak\left(1-\frac{Ak_0^2}{R}\right).
\]

A stationary point away from \(k=0\) requires \(R=Ak_0^2=\Delta/2\). Squaring this condition gives

\[
A^2k_0^2k^2=A^2k_0^4-\delta^2
\quad\Rightarrow\quad
k_{\min}^2=k_0^2-\frac{\delta^2}{A^2k_0^2}
=k_0^2\left[1-\left(\frac{2\delta}{\Delta}\right)^2\right].
\]

The second derivative at this point is

\[
\frac{d^2E}{dk^2}=A-\frac{A^2k_0^2}{R}+\frac{A^4k_0^4k_{\min}^2}{R^3}
=A\,\frac{k_{\min}^2}{k_0^2}>0,
\]

because the first two terms cancel when \(R=Ak_0^2\). The point is a minimum, with energy

\[
E_{\min}=\tfrac12Ak_{\min}^2-Ak_0^2
=-\tfrac12Ak_0^2-\frac{\delta^2}{2Ak_0^2}.
\]

Relative to the unsheared minimum, the shift is

\[
\Delta E_2=-\frac{\delta^2}{2Ak_0^2}=-\frac{\delta^2}{\Delta}
=-\frac{1}{\Delta}\left(\frac{D\sigma}{4C_{44}}\right)^2,
\qquad |\delta|<\frac{\Delta}{2}.
\]

This is level repulsion: the coupling pushes the lower band down, whatever the sign of \(\delta\).

At \(|\delta|=\Delta/2\) the two minima merge at X. For larger coupling the minimum stays at \(k=0\) with energy \(-|\delta|\), so the shift becomes \(-|\delta|+\Delta/4\). Both expressions give \(-\Delta/4\) at the boundary.

The in-plane valleys have the same form of coupling with the axes permuted. The [100] pair responds to \(\varepsilon_{yz}\) and the [010] pair to \(\varepsilon_{xz}\). Both strains vanish here, so this mechanism does not shift the in-plane valleys.

For the numbers, \(\hbar^2/m_0=7.620\) eV Å\(^2\) and \(k_0=0.1736\) Å\(^{-1}\), so

\[
\Delta=2\times\frac{7.620}{0.92}\times0.1736^2\ \text{eV}\approx0.499\ \text{eV}.
\]

At 1 GPa, \(\delta=14.0\ \text{eV}\times3.125\times10^{-3}=43.75\) meV, and

\[
\Delta E_2=-\frac{(43.75\ \text{meV})^2}{499\ \text{meV}}=-3.84\ \text{meV}.
\]

The coupling \(\delta\) happens to be close in size to \(\Delta E_1\), but it comes from different constants and is not itself the shift of the valley minimum.

The ratio \(2\delta/\Delta=0.175\) is well below 1. The shear alone moves the minimum to \(0.9845\,k_0\), about 1.5% closer to X. The normal strains can also move the valley along its axis, already at first order; the model holds \(k_0\) fixed and omits this, so the figure is not the net displacement. The curvature formula also gives a longitudinal mass larger by the factor \(k_0^2/k_{\min}^2\), about 3%. Since \(\delta\) is proportional to stress, the model reaches \(|\delta|=\Delta/2\) at \(1/0.175\approx5.7\) GPa. This locates the change of formula within the model; it does not show that the model's constant parameters remain accurate at such a stress.

### (e) Transverse stability

Write \(p=k_xk_y\). At fixed \(k_x,k_y\), the minimization over \(k\) is the one in (d), with \(\delta\) replaced by \(\delta-Cp\). Near the axis it gives

\[
E=\tfrac12B(k_x^2+k_y^2)-\tfrac12Ak_0^2-\frac{(\delta-Cp)^2}{\Delta}.
\]

Expanding the square gives

\[
-\frac{(\delta-Cp)^2}{\Delta}
=-\frac{\delta^2}{\Delta}+\frac{2\delta C}{\Delta}k_xk_y-\frac{C^2k_x^2k_y^2}{\Delta}.
\]

The last term is of fourth order in the transverse wave numbers and does not affect local stability. To diagonalize the quadratic part, use \(k_\pm=(k_x\pm k_y)/\sqrt2\), for which \(k_x^2+k_y^2=k_+^2+k_-^2\) and \(k_xk_y=(k_+^2-k_-^2)/2\):

\[
E_{\text{quad}}=\frac12\left(B+\frac{2\delta C}{\Delta}\right)k_+^2
+\frac12\left(B-\frac{2\delta C}{\Delta}\right)k_-^2.
\]

Both curvatures are positive when

\[
r=\frac{2|\delta|C}{\Delta B}<1.
\]

Here \(C/B=1-m_t/m_0=0.81\), so \(r=0.175\times0.81=0.142\). The minimum is locally stable and remains on the \(z\) axis. The conclusion is local because it rests only on the terms quadratic in the transverse wave numbers; it says nothing about large ones.

The same expression shows a change that matters for transport. Under tension, \(\delta>0\), and the mass along [110] is \(m_t/(1+r)\), about 12% below \(m_t\). Along \([1\bar10]\) it is \(m_t/(1-r)\), about 17% above. These percentages scale with \(DC/\Delta\) and are no more certain than the adopted \(D\) and the estimate for \(C\). These two inverse transverse masses change linearly with stress, and so do the masses themselves to leading order, whereas the shear contribution to the valley energy is quadratic.

### (f) Total splitting and accuracy

Within this model,

\[
\Delta E=\Delta E_1+\Delta E_2
=-\frac{\Xi_u\sigma}{2(C_{11}-C_{12})}
-\frac{1}{\Delta}\left(\frac{D\sigma}{4C_{44}}\right)^2.
\]

For 1 GPa of tension both terms are negative, and the total is \(-48.0\) meV. For 1 GPa of compression the first term changes sign and the second does not:

\[
\Delta E=44.1-3.84\approx40.3\ \text{meV}.
\]

The [001] pair then lies above the in-plane valleys. Within the model, the unequal magnitudes, 48 and 40 meV, follow from the even dependence of the shear correction on stress.

The figure of 44 meV is thus the first-order splitting, not the full splitting of this model. At 1 GPa the shear correction is about 9% of the first-order term. Their ratio is proportional to stress, so at 0.1 GPa it is about 0.9%, and the linear result becomes accurate as the stress tends to zero.

The value also depends on the deformation potential. The first-order splitting changes by 4.90 meV for each 1 eV change in \(\Xi_u\): values of 8.0 and 10.0 eV would give about 39 and 49 meV. An uncertainty of 1 eV in \(\Xi_u\) therefore matters more at this stress than the shear correction does. The shear correction is itself sensitive to its input, since it scales as \(D^2/\Delta\): \(D=10\) eV instead of 14 eV would give about \(-2.0\) meV and \(r\approx0.10\).

The total is not a complete second-order expansion. It omits other second-order effects of strain on the band energies, and also the nonlinear part of the stress–strain relation, which adds terms proportional to \(\sigma^2\). An estimate with the third-order elastic constants \(C_{111}=-825\), \(C_{112}=-451\), \(C_{123}=-64\), \(C_{144}=12\) and \(C_{166}=-310\) GPa lowers both totals by 0.6 to 0.7 meV, to about \(-48.7\) and \(39.7\) meV, so the decimal digits of the totals are not significant. A strain dependence of \(D\) or \(\Delta\) would change the shear correction only at third order. The result also applies only to a bulk crystal. In a thin channel, confinement adds different energies to valleys with different masses along the confinement direction, and those energies must be included before the subbands are compared. The numerical output below lists the inputs and the main results.

## Table of computed values

```
INPUTS
stress along [110]: 1.0 GPa
C11, C12, C44: 166, 64, 80 GPa
C11 - C12: 102 GPa
Xi_u: 9.0 eV
D: 14.0 eV
m_l, m_t: 0.92, 0.19 free-electron masses
lattice constant: 5.43 angstrom
k0 in units of 2 pi/a: 0.15
STRAIN (dimensionless, in units of 1e-3)
e_xx = e_yy: 2.768
e_zz: -2.134
e_xy: 3.125
trace: 3.401
e_xx - e_zz: 4.902
FIRST ORDER
[001] pair relative to six-valley mean: -29.4 meV
other four relative to six-valley mean: 14.7 meV
[001] pair relative to other four: -44.1 meV
size of splitting per eV of Xi_u: 4.90 meV
SHEAR CORRECTION
hbar^2/m0: 7.6200 eV angstrom^2
k0: 0.1736 1/angstrom
Delta: 0.4990 eV
coupling D e_xy: 43.75 meV
2 D e_xy / Delta: 0.1753
k_min/k0: 0.9845
transverse stability ratio (must be < 1): 0.142
shear shift of [001] pair: -3.84 meV
TOTAL SPLITTING, [001] PAIR MINUS OTHER FOUR
1 GPa tension: -48.0 meV
1 GPa compression: 40.3 meV
```
